# Contact coupling of sodium from a nodeless pseudo-orbital: a referee's comment

**The argument under review**

The manuscript treats the sodium atom with a pseudopotential that replaces the nucleus and the ten core electrons. The one remaining electron occupies a nodeless 3s pseudo-orbital. The author observes that this orbital has the all-electron eigenvalue, coincides with the all-electron orbital outside a matching radius $r_c$, and holds the correct amount of charge inside it. From this the author concludes that its density at the nucleus is also correct, and inserts that density into the Fermi contact formula.

The three observations are right for a norm-conserving potential. Does the conclusion follow from them? To decide, one must ask what the contact formula requires, and then what the three conditions fix at $r=0$.

I use atomic units in the algebra, except in the magnetic formulas, which are in SI form. The model is a non-relativistic atom with a point nucleus, in spin-polarised, exchange-only local density theory. It omits correlation and relativity and retains the self-interaction error of that functional, so its numbers are neither exact nor experimental. They do allow a fair comparison, because the pseudo-orbital is built from the all-electron orbital of the same model.

**Which density enters the coupling**

Let the electron spin produce a spherical magnetisation $\mathbf M=m(r)\hat{\mathbf z}$, finite at the origin and vanishing at infinity. Its current density is

$$\mathbf J=\nabla\times\mathbf M=\nabla m\times\hat{\mathbf z}=m'(r)\,\hat{\mathbf n}\times\hat{\mathbf z},$$

where $\hat{\mathbf n}=\mathbf r/r$. In the Biot–Savart law the vector from the source to the nucleus is $-\mathbf r$, so

$$\mathbf B(0)=\frac{\mu_0}{4\pi}\int\frac{\mathbf J\times(-\mathbf r)}{r^3}\,d^3r
=-\frac{\mu_0}{4\pi}\int_0^\infty m'(r)\,dr\int(\hat{\mathbf n}\times\hat{\mathbf z})\times\hat{\mathbf n}\,d\Omega .$$

The factor $r^2$ of the volume element has cancelled the $1/r^2$ of the law. The double product is $\hat{\mathbf z}-\hat{\mathbf n}(\hat{\mathbf n}\cdot\hat{\mathbf z})$. Its $x$ and $y$ components integrate to zero, and its $z$ component gives

$$\int(1-\cos^2\theta)\,d\Omega=4\pi-\frac{4\pi}{3}=\frac{8\pi}{3}.$$

Since $-\int_0^\infty m'\,dr=m(0)$, the field is

$$\mathbf B(0)=\tfrac23\mu_0\,m(0)\,\hat{\mathbf z}.$$

Let $\rho_s$ be the density of spin-up minus spin-down electrons, which integrates to one here. With $g_e>0$ and dimensionless spin vectors, the magnetisation is $\mathbf M=-g_e\mu_B\rho_s\mathbf S$ and the nuclear moment is $g_N\mu_N\mathbf I$. The energy $-g_N\mu_N\mathbf I\cdot\mathbf B(0)$ equals $A\,\mathbf S\cdot\mathbf I$ with

$$A=\tfrac23\mu_0\,g_e\mu_B\,g_N\mu_N\,\rho_s(0).$$

The two minus signs have cancelled. The density in this formula is that of the physical magnetisation at one point. A pseudo-orbital represents the physical electron outside $r_c$; inside, it is a substitute. The formula may be applied to it only if the substitute happens to be faithful at the origin.

**The all-electron orbital near the nucleus**

Write the s orbital as $\psi=R(r)/\sqrt{4\pi}$ and set $u=rR$. Then

$$-\tfrac12u''+Vu=\varepsilon u,\qquad |\psi(0)|^2=\frac{R(0)^2}{4\pi}=\frac{u'(0)^2}{4\pi},$$

because $u'=R+rR'$ reduces to $R(0)$ at the origin. Close to the nucleus $V=-Z/r$ plus a finite term. Insert $R=R(0)(1+cr+\dots)$, so that $u=R(0)(r+cr^2+\dots)$ and $u''(0)=2cR(0)$. The terms of order $r^0$ in the radial equation are

$$-cR(0)-ZR(0)=0\quad\Rightarrow\quad \frac{R'(0)}{R(0)}=-Z .$$

This is the nuclear cusp. For sodium the numerical orbital gives $-11.0$ bohr$^{-1}$, as it should. The orbital has nodes at 0.103 and 0.553 Å, so it oscillates in the region that the pseudo-orbital smooths over. Its density at the nucleus is 5.09 Å$^{-3}$, or 0.754 bohr$^{-3}$.

**What the pseudo-orbital conditions fix**

Take $r_c$ beyond the outermost node and choose the sign of $u$ so that it is positive there. Inside $r_c$, replace it by

$$u_{ps}(r)=r\,e^{P(r)},$$

where $P$ is a polynomial in even powers of $r$. The exponential excludes nodes. Let $u_{ps}$ and its first three derivatives equal those of the all-electron $u$ at $r_c$. The potential that has this orbital as a solution at energy $\varepsilon$ follows by inverting the radial equation. From $u_{ps}'/u_{ps}=1/r+P'$ one finds

$$\frac{u_{ps}''}{u_{ps}}=\Big(\frac{u_{ps}'}{u_{ps}}\Big)'+\Big(\frac{u_{ps}'}{u_{ps}}\Big)^2
=-\frac1{r^2}+P''+\frac1{r^2}+\frac{2P'}{r}+P'^2 ,$$

and therefore

$$V_{ps}=\varepsilon+\tfrac12\Big(P''+P'^2+\frac{2P'}{r}\Big)\qquad(r<r_c).$$

As $P$ is even, $P'/r$ is finite at the origin, and so is $V_{ps}$. The nuclear singularity has gone, and the cusp with it: $R_{ps}'(0)/R_{ps}(0)=P'(0)=0$. Outside $r_c$ the potential and the orbital are the all-electron ones. The solution is nodeless, so it is the lowest s state of $V_{ps}$.

Norm conservation adds one more condition,

$$\int_0^{r_c}u_{ps}^2\,dr=\int_0^{r_c}u^2\,dr .$$

Its value for scattering can be seen by differentiating $u''=2(V-E)u$ with respect to $E$. With a dot for $\partial/\partial E$, this gives $\dot u''=2(V-E)\dot u-2u$. Multiply the second equation by $u$, the first by $\dot u$, and subtract:

$$u\dot u''-\dot u u''=(u\dot u'-\dot u u')'=-2u^2 .$$

Integrate from 0, where $u$ and $\dot u$ vanish, to $r_c$:

$$u^2\,\frac{\partial}{\partial E}\Big(\frac{u'}{u}\Big)\Big|_{r_c}=-2\int_0^{r_c}u^2\,dr .$$

Equal norms and equal $u(r_c)$ thus give equal energy slopes of the logarithmic derivative. The s-wave scattering of the two potentials therefore agrees to first order in $E-\varepsilon$, which supports using the potential in environments that shift the energy only modestly; how small the shift must be depends on the inner shape of the potential. But the condition concerns an integral. A small sphere of radius $\delta$ about the nucleus contributes about $\tfrac{4\pi}{3}\delta^3|\psi(0)|^2$ to it, which vanishes with $\delta$. The value at the centre can therefore be altered and compensated elsewhere.

**A family with the same eigenvalue, tail and norm**

The compensation can be made explicit. Let $P_0$ be one even polynomial that satisfies the matching conditions. Define $y=r^2/r_c^2$ and $s=(1-y)^4$, and set

$$P=P_0+a\,s+b\,y\,s .$$

Both added terms have a fourth-order zero at $r_c$, so they leave $P$ and its first three derivatives there unchanged. The eigenvalue and the tail are unchanged too. The norm inside $r_c$ is

$$I(a,b)=\int_0^{r_c}r^2e^{2(P_0+as+bys)}\,dr,\qquad
\frac{\partial I}{\partial a}=2\int_0^{r_c}r^2s\,e^{2P}\,dr>0 .$$

For fixed $b$, $I$ rises from zero as $a\to-\infty$ to infinity as $a\to\infty$. Exactly one value $a(b)$ conserves the norm. Every $b$ therefore labels an acceptable pseudo-orbital by the author's three criteria.

At the origin $y=0$ and $s=1$, so

$$|\psi_{ps}(0)|^2=\frac{e^{2P_0(0)+2a(b)}}{4\pi}.$$

Holding $I$ fixed while $b$ changes requires

$$\int_0^{r_c}r^2s\,e^{2P}\,(da+y\,db)\,dr=0\quad\Rightarrow\quad\frac{da}{db}=-\langle y\rangle ,$$

where $\langle y\rangle$ is the average of $y$ with the positive weight $r^2s\,e^{2P}$. It lies between 0 and 1. Hence

$$\frac{d\ln|\psi_{ps}(0)|^2}{db}=-2\langle y\rangle<0 ,$$

and no two members of the family have the same density at the nucleus.

The range of that density is unlimited. If $a$ stayed above some finite value as $b\to+\infty$, the norm would diverge; so $a\to-\infty$ and the density tends to zero. If $a$ stayed below some finite value as $b\to-\infty$, the norm would vanish; so $a\to+\infty$ and the density grows without bound. By continuity every positive value occurs. One member even has the all-electron value, but nothing in the three criteria selects it.

This settles the logical question. The premises of the manuscript are compatible with any positive contact density, so they cannot imply the correct one. The absence of nodes is not the decisive point by itself. What matters is that the potential and the orbital inside $r_c$ have been replaced.

**The size of the error for sodium**

The all-electron 3s eigenvalue in this model is $-2.632$ eV. An independent calculation in a Gaussian basis gives the same value to the printed digits, and a contact density of 5.07 Å$^{-3}$ against 5.09 Å$^{-3}$, a difference of 0.3% relative to the latter. The Gaussian value is not fully converged in the basis: tighter s functions raise it by about 0.01 Å$^{-3}$, towards the radial value.

With $b=0$ and $P_0$ of sixth degree, three matching radii give:

| $r_c$ (Å) | norm inside | density at 0 (Å$^{-3}$) | all-electron/pseudo |
|---|---:|---:|---:|
| 1.1 | 0.078 | 0.0069 | 738 |
| 1.3 | 0.147 | 0.0035 | 1455 |
| 1.5 | 0.234 | 0.0045 | 1134 |

The pseudo density is too small by a factor of about a thousand. It does not even vary monotonically with $r_c$, so these three values offer no basis for extrapolation.

For the coupling, the nuclear factor can be left out by quoting $A/g_N$. The all-electron 3s density gives $2.50\times10^{-6}$ eV. As $A$ is proportional to the density, the pseudo-orbital with $r_c=1.3$ Å gives

$$\frac{A_{ps}}{g_N}=\frac{2.495\times10^{-6}\ \text{eV}}{1455}=1.7\times10^{-9}\ \text{eV}.$$

Now keep $r_c=1.3$ Å and change the shape parameter. For $b=-1,0,1$ the densities at the nucleus are 0.0062, 0.0035 and 0.0019 Å$^{-3}$. The largest is 3.25 times the smallest. The logarithm of the density falls by $\ln(0.00620/0.00350)=0.57$ over the first step and by $\ln(0.00350/0.00191)=0.61$ over the second. By the derivative found above, the mean $\langle y\rangle$ over each step is half of this, 0.29 and 0.30, inside the permitted range.

When the three potentials are diagonalised afresh, their lowest eigenvalues are $-2.6316$, $-2.6319$ and $-2.6321$ eV. The construction makes them equal, so the differences of a few tenths of a meV are numerical errors of the diagonalisation. An observer given only the eigenvalue, the tail and the core charge could not tell these orbitals apart. Their predictions for $A$ would nevertheless differ by a factor of three, and all would be far too small.

**Would a better many-body method help?**

The manuscript suggests that quantum Monte Carlo sampling of the pseudo-atom would improve the contact density. For this atom it cannot repair the fault. There is one valence electron, so there is no valence correlation to recover: a perfect sampling reproduces the solution of the one-electron radial equation in the potential supplied. For the $V_{ps}$ used here, which still contains the Hartree and exchange potential of the 3s electron itself, that solution is the one already found. Removing this screening would change the orbital. The potential would nevertheless remain finite at the nucleus, and its inner shape would still depend on the choice of $P$. The missing information lies in the Hamiltonian and in the operator applied to its solution, not in the quality of the solution.

Properties that weight the outer region are less exposed; those that weight the inner region, such as $\langle r^{-2}\rangle$ or the kinetic energy, are not protected in this way. The expectation value of a function of $r$ that vanishes inside $r_c$ is the same for both orbitals in the reference atom. For $r^n$ with $n>0$, the inner region contributes between 0 and $r_c^nQ$ in either description, where $Q$ is the common norm inside $r_c$. The error is therefore at most $r_c^nQ$. For $n=2$ and $r_c=1.3$ Å the bound is $1.69\times0.147=0.25$ Å$^2$. No such bound exists for the density at the nucleus, as the family above shows.

**How the contact density can be recovered**

The pseudo-orbital does carry useful information: its amplitude at $r_c$. Let $f_E(r)$ be the solution of the all-electron radial equation at energy $E$ with $f_E(0)=0$ and $f_E'(0)=1$. Every regular solution at that energy is a multiple of it, so

$$u(r)=u'(0)f_E(r)\quad\Rightarrow\quad u'(0)=\frac{u(r_c)}{f_E(r_c)} .$$

The same relation holds for the pseudo-orbital, with its own function $f_E^{ps}$. In the free atom the amplitudes at $r_c$ are equal, and the ratio of the two contact densities is

$$\kappa=\frac{|\psi(0)|^2}{|\psi_{ps}(0)|^2}=\left[\frac{f_\varepsilon^{ps}(r_c)}{f_\varepsilon(r_c)}\right]^2 .$$

In another environment one may estimate the all-electron value as $\kappa$ times the new pseudo density. Two approximations enter. The functions $f_E$ and $f_E^{ps}$ are taken at the old energy and without the change of potential inside $r_c$, and the two amplitudes at $r_c$ are taken to remain equal. The estimate should therefore be used for modest changes of environment.

A weak confining potential $kr^2$ with $k=0.05$ eV/Å$^2$ provides a trial. It is added to the frozen atomic potentials, all-electron and pseudo, with no further self-consistency. It raises the 3s eigenvalue by 0.267 eV and the all-electron contact density from 5.09 to 5.59 Å$^{-3}$, an increase of 10.0%. For $b=0$ the pseudo density rises from 0.00350 to 0.00391 Å$^{-3}$, and the estimate is

$$1455\times0.00391\ \text{Å}^{-3}=5.69\ \text{Å}^{-3}.$$

This is 1.6% above the recomputed all-electron value. For $b=-1$ and $b=1$ the errors are 1.8% and 1.5%. The factor of three between the raw densities has disappeared from the reconstructed ones, because each orbital is rescaled by its own $\kappa$. This holds for these smooth shapes, not for the whole family: for the member whose density at the nucleus equals the all-electron value ($b\approx-42$), the same rescaling in the same confinement overshoots by more than a factor of ten.

The errors look less favourable when the quantity of interest is the change. The estimate for $b=0$ rises by $5.686/5.088-1=11.8\%$, where the all-electron value rises by 10.0%. The change is thus overestimated by about 18% of itself. An alternative reconstruction, not tested here, would integrate the all-electron equation inside $r_c$ at the new energy, with the confining potential included, and scale the result to the pseudo amplitude at $r_c$. That removes the first approximation and leaves the second.

**The part that rescaling does not supply**

The 3s electron is not the whole source of $\rho_s(0)$. It exerts a different exchange potential on spin-up and spin-down core electrons, whose densities then no longer cancel:

$$\rho_s(0)=|\psi_{3s}(0)|^2+\sum_{i=1s,2s}\left(|\psi_{i\uparrow}(0)|^2-|\psi_{i\downarrow}(0)|^2\right).$$

The 2p orbitals vanish at the nucleus and do not appear. In the present model the sum is $-0.14$ Å$^{-3}$, about 3% of the 3s term and opposite in sign. The total is

$$5.09-0.14=4.95\ \text{Å}^{-3},$$

which corresponds to $A/g_N=2.43\times10^{-6}$ eV. The Gaussian calculation gives a total of 4.93 Å$^{-3}$, which rises by about 0.01 Å$^{-3}$ with tighter s functions. I claim this sign and size for exchange-only local density theory alone. The term is sensitive to the method: unrestricted Hartree–Fock makes it positive and more than a fifth of its 3s term, so the value found here should not be read as the core polarisation of real sodium.

A valence-only calculation contains no core orbitals, and the factor $\kappa$ refers to the 3s orbital. Core polarisation must be obtained separately, from a calculation in which the core orbitals of the two spins may differ.

**Requested revision**

The reported contact coupling should be withdrawn, since it measures a choice made in constructing the potential. The author should either compute the spin density with all electrons or reconstruct the all-electron orbital inside $r_c$. In the second case the manuscript should state the reference energy of the reconstruction and how core polarisation is treated. A useful control is to repeat the calculation with a second smooth pseudopotential of moderately different inner shape: the raw density at the nucleus will generally move, while a sound reconstruction should stay nearly fixed. Such agreement is necessary but not sufficient, because the three reconstructed values above agree with one another more closely than with the all-electron result. The numerical check accompanying this comment contains the calculations for sodium.

## Table of computed values

```
Sodium, exchange-only spin-polarised LDA
3s eigenvalue: -2.6319 eV
3s eigenvalue, Gaussian basis: -2.6319 eV
3s node radii: 0.1032, 0.5529 angstrom
cusp R'(0)/R(0): -11.000 bohr^-1
contact field / (mu0 m(0)): 0.66667
all-electron 3s contact density: 5.0881 angstrom^-3
same, Gaussian basis: 5.0733 angstrom^-3
all-electron 3s contact density: 0.7540 bohr^-3
all-electron 3s A/g_N: 2.4953e-06 eV
Pseudo-orbitals with b = 0, three matching radii
rc 1.1 angstrom: eigenvalue -2.6315 eV
  norm inside rc 0.0783, density 0.00689 angstrom^-3
  AE/pseudo 738.1, A/g_N 3.381e-09 eV
rc 1.3 angstrom: eigenvalue -2.6319 eV
  norm inside rc 0.1470, density 0.00350 angstrom^-3
  AE/pseudo 1454.9, A/g_N 1.715e-09 eV
rc 1.5 angstrom: eigenvalue -2.6319 eV
  norm inside rc 0.2339, density 0.00449 angstrom^-3
  AE/pseudo 1133.7, A/g_N 2.201e-09 eV
Confinement k r^2, k = 0.05 eV/angstrom^2
3s eigenvalue shift: 0.2669 eV
all-electron contact density: 5.5948 angstrom^-3
relative change from free atom: 9.96 percent
Pseudo-orbitals with rc = 1.3 angstrom, three shapes b
b -1: eigenvalue -2.6316 eV
  free density 0.00620 angstrom^-3, AE/ps 820.6
  confined pseudo density 0.00694 angstrom^-3
  rebuilt 5.6952 angstrom^-3, error 1.80 %
b +0: eigenvalue -2.6319 eV
  free density 0.00350 angstrom^-3, AE/ps 1454.9
  confined pseudo density 0.00391 angstrom^-3
  rebuilt 5.6863 angstrom^-3, error 1.64 %
b +1: eigenvalue -2.6321 eV
  free density 0.00191 angstrom^-3, AE/ps 2667.6
  confined pseudo density 0.00213 angstrom^-3
  rebuilt 5.6786 angstrom^-3, error 1.50 %
largest/smallest pseudo density at one rc: 3.25
core polarisation density: -0.1407 angstrom^-3
total spin density at nucleus: 4.9474 angstrom^-3
same, Gaussian basis: 4.9331 angstrom^-3
total A/g_N: 2.4263e-06 eV
```
